# Bias and collapse of a double Schottky barrier with fixed boundary charge: test program

```python
"""
Double Schottky barrier at a grain boundary with FIXED sheet charge.

Result under test (depletion approximation):
    phi_L(V) = phi0 * (1 - eV/(4 phi0))**2,   phi0 = Q**2 / (8 eps N),
which disappears at V* = 4 phi0 / e.
N: donor density, eps: permittivity, -Q: sheet charge of the boundary,
V: voltage across the boundary (right grain positive), phi_L and phi_R:
barrier seen from the left and right grain, x_L and x_R: layer widths.

Independent road: the nonlinear Poisson equation with Boltzmann electrons
is solved on a grid. The solver knows no depletion edge and no square law.
Electrons on each side are in equilibrium with the grain on that side.
Energies are in eV, lengths in nm; U is the electron band-edge energy,
zero in the left grain and -V in the right grain.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Model parameters
donors = 1.0e24          # m^-3
eps_rel = 10.0
sheet_density = 6.0e16   # elementary charges per m^2
temperature = 300.0      # K

eps = eps_rel * const.epsilon_0
kT = const.k * temperature / const.e                     # eV
curvature = const.e * donors / eps * 1e-18               # eV/nm^2
slope_jump = const.e * sheet_density / eps * 1e-9        # eV/nm

# Formulas of the depletion approximation
phi0 = const.e * sheet_density**2 / (8 * eps * donors)   # eV
x0 = sheet_density / (2 * donors) * 1e9                  # nm
v_star = 4 * phi0                                        # V


def square_law(v):
    return phi0 * (1 - v / (4 * phi0))**2


# Grid: interior nodes, boundary plane on the node x = 0
h = 0.1
x = h * np.arange(-999, 1400)
plane = 999 - 1 + 1
assert abs(x[plane]) < 1e-12
weight_left = np.where(x < -h / 2, h, 0.0)
weight_right = np.where(x > h / 2, h, 0.0)
weight_left[plane] = weight_right[plane] = h / 2


def solve_poisson(v, charge_factor=1.0, kt=kT):
    """Return U(x) and the net donor charge of each side as a width in nm.

    The start U = -v lies below the solution, and the electron term is
    concave in U, so Newton's method climbs to the solution monotonically.
    """
    u = np.full(x.size, -float(v))
    bands = np.full((3, x.size), -1.0 / h)
    for _ in range(3000):
        n_left = np.exp(-u / kt)
        n_right = np.exp(-(u + v) / kt)
        padded = np.concatenate(([0.0], u, [-v]))
        residual = (2 * u - padded[:-2] - padded[2:]) / h
        residual += curvature * (weight_left * (1 - n_left)
                                 + weight_right * (1 - n_right))
        residual[plane] -= slope_jump * charge_factor
        bands[1] = 2 / h + curvature / kt * (weight_left * n_left
                                             + weight_right * n_right)
        step = solve_banded((1, 1), bands, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise AssertionError("Poisson solver did not converge")
    width_left = np.sum(weight_left * (1 - np.exp(-u / kt)))
    width_right = np.sum(weight_right * (1 - np.exp(-(u + v) / kt)))
    return u, width_left, width_right


def first_integral_barrier(v):
    """Barrier from the integrated Poisson equation at finite temperature."""
    def f(phi):
        return max(phi + kT * np.expm1(-phi / kT), 0.0)

    def mismatch(phi):
        return np.sqrt(f(phi)) + np.sqrt(f(phi + v)) - 2 * np.sqrt(phi0)
    return brentq(mismatch, 0.0, 2 * phi0, xtol=1e-12)


# Barrier and layer widths at several voltages
voltages = [0.0, 1.0, 2.0, 3.0]
rows = []
for v in voltages:
    u, wl, wr = solve_poisson(v)
    peak = u.max()
    assert np.argmax(u) == plane
    assert abs(peak - first_integral_barrier(v)) < 1e-4
    if v <= 2.0:      # barrier well above kT
        assert abs(peak - kT - square_law(v)) < 2e-4
        assert abs(wl - x0 * (1 - v / v_star)) < 0.03
        assert abs(wr - x0 * (1 + v / v_star)) < 0.03
    rows.append((v, peak, wl, wr))

# Zero-temperature limit of the grid solution against the bare square law
cold_limits = []
for v in (0.0, 1.0, 2.0):
    warm = solve_poisson(v)[0].max()
    cold = solve_poisson(v, kt=kT / 3)[0].max()
    limit = (3 * cold - warm) / 2
    assert abs(limit - square_law(v)) < 2e-4
    cold_limits.append((v, limit))

# Initial slope: half of a small voltage lowers the barrier
dv = 0.01
initial_slope = (solve_poisson(dv)[0].max() - rows[0][1]) / dv
assert abs(initial_slope + 0.5) < 2e-3

# Capacitance per area from the charge stored on the right side
cap_formula = eps / (2 * x0 * 1e-9)
caps = []
for v in (0.5, 1.5):
    dw = solve_poisson(v + 0.1)[2] - solve_poisson(v - 0.1)[2]
    caps.append(const.e * donors * dw * 1e-9 / 0.2)
    assert abs(caps[-1] / cap_formula - 1) < 2e-3

# Voltage at which the band is flat on the left side
v_flat = brentq(lambda v: solve_poisson(v)[0][plane], 3.1, 3.5, xtol=1e-6)
assert abs(v_flat - (v_star + kT)) < 3e-4

# Beyond it no maximum is left, although the square would rise again
v_high = 5.0
u_high = solve_poisson(v_high)[0]
assert u_high.max() < 1e-6 and u_high[plane] < 0
assert square_law(v_high) > 0.1

# Sheet charge that would hold the barrier at its zero-bias height
held = []
for v in (2.0, v_star):
    factor = (1 + np.sqrt(1 + v / phi0)) / 2
    peak = solve_poisson(v, charge_factor=factor)[0].max()
    assert abs(peak - rows[0][1]) < 2e-4
    held.append((v, factor, peak))

print(f"donor density N = {donors:.1e} m^-3")
print(f"relative permittivity = {eps_rel:.0f}")
print(f"sheet density n_s = {sheet_density:.1e} m^-2")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"e^2 N/eps = {curvature:.4e} eV/nm^2")
print(f"slope jump eQ/eps = {slope_jump:.4f} eV/nm")
print(f"zero-bias width per side x0 = {x0:.2f} nm")
print(f"zero-bias barrier phi0 = {phi0:.4f} eV")
print(f"disappearance voltage V* = {v_star:.4f} V")
print("Depletion formulas:")
for v in voltages:
    s = v / v_star
    print(f" V={v:.1f} V: phi_L={square_law(v):.4f} eV, "
          f"phi_R={phi0 * (1 + s)**2:.4f} eV, "
          f"x_L={x0 * (1 - s):.2f} nm, x_R={x0 * (1 + s):.2f} nm")
print("Poisson equation on the grid, 300 K (widths = charge/(eN)):")
for v, peak, wl, wr in rows:
    print(f" V={v:.1f} V: barrier={peak:.4f} eV, "
          f"minus kT={peak - kT:.4f} eV, "
          f"left={wl:.2f} nm, right={wr:.2f} nm")
print("Grid barrier extrapolated to zero temperature:")
for v, limit in cold_limits:
    print(f" V={v:.1f} V: {limit:.4f} eV")
print(f"initial slope d(barrier)/d(eV), grid = {initial_slope:.4f}")
print(f"capacitance eps/(2 x0) = {cap_formula * 1e3:.4f} mF/m^2")
print(f"capacitance, grid, at 0.5 V = {caps[0] * 1e3:.4f} mF/m^2")
print(f"capacitance, grid, at 1.5 V = {caps[1] * 1e3:.4f} mF/m^2")
print(f"flat-band voltage, grid, 300 K = {v_flat:.4f} V")
print(f"V* + kT/e = {v_star + kT:.4f} V")
print(f"at {v_high:.1f} V: grid band edge at boundary = "
      f"{u_high[plane]:.4f} eV")
print(f"at {v_high:.1f} V: square continued wrongly = "
      f"{square_law(v_high):.4f} eV")
print("Charge ratio Q(V)/Q(0) that holds the barrier:")
for v, factor, peak in held:
    print(f" V={v:.4f} V: ratio={factor:.4f}, grid barrier={peak:.4f} eV")
print("done: every assertion held")
```

Output:

```
donor density N = 1.0e+24 m^-3
relative permittivity = 10
sheet density n_s = 6.0e+16 m^-2
temperature = 300 K, kT = 0.02585 eV
e^2 N/eps = 1.8095e-03 eV/nm^2
slope jump eQ/eps = 0.1086 eV/nm
zero-bias width per side x0 = 30.00 nm
zero-bias barrier phi0 = 0.8143 eV
disappearance voltage V* = 3.2571 V
Depletion formulas:
 V=0.0 V: phi_L=0.8143 eV, phi_R=0.8143 eV, x_L=30.00 nm, x_R=30.00 nm
 V=1.0 V: phi_L=0.3910 eV, phi_R=1.3910 eV, x_L=20.79 nm, x_R=39.21 nm
 V=2.0 V: phi_L=0.1213 eV, phi_R=2.1213 eV, x_L=11.58 nm, x_R=48.42 nm
 V=3.0 V: phi_L=0.0051 eV, phi_R=3.0051 eV, x_L=2.37 nm, x_R=57.63 nm
Poisson equation on the grid, 300 K (widths = charge/(eN)):
 V=0.0 V: barrier=0.8401 eV, minus kT=0.8143 eV, left=30.00 nm, right=30.00 nm
 V=1.0 V: barrier=0.4169 eV, minus kT=0.3910 eV, left=20.79 nm, right=39.21 nm
 V=2.0 V: barrier=0.1471 eV, minus kT=0.1212 eV, left=11.58 nm, right=48.42 nm
 V=3.0 V: barrier=0.0191 eV, minus kT=-0.0068 eV, left=2.48 nm, right=57.52 nm
Grid barrier extrapolated to zero temperature:
 V=0.0 V: 0.8143 eV
 V=1.0 V: 0.3910 eV
 V=2.0 V: 0.1213 eV
initial slope d(barrier)/d(eV), grid = -0.4992
capacitance eps/(2 x0) = 1.4757 mF/m^2
capacitance, grid, at 0.5 V = 1.4757 mF/m^2
capacitance, grid, at 1.5 V = 1.4757 mF/m^2
flat-band voltage, grid, 300 K = 3.2830 V
V* + kT/e = 3.2830 V
at 5.0 V: grid band edge at boundary = -0.0591 eV
at 5.0 V: square continued wrongly = 0.2332 eV
Charge ratio Q(V)/Q(0) that holds the barrier:
 V=2.0000 V: ratio=1.4295, grid barrier=0.8401 eV
 V=3.2571 V: ratio=1.6180, grid barrier=0.8401 eV
done: every assertion held
```
